\section*{The first moment of $\alpha^2F$ and the McMillan--Hopfield form of $\lambda$, part 2}

When the phonons in a calculation of the electron--phonon coupling constant $\lambda$ are replaced, what may be kept? At fixed electronic states and matrix elements, the first moment $M_1=\int_0^\infty E\,\alpha^2F(E)\,dE$ of the Eliashberg function does not depend on the force constants $\Phi$. The average frequency that turns it into $\lambda$ is coupling-weighted and must be recomputed.

The harmonic crystal has $N_c$ cells at $\mathbf R_l$ and $n$ atoms $\kappa$ per cell, with masses $M_\kappa$ and displacements $u$; $\alpha,\beta$ are Cartesian. Phonon energies are $E=\hbar\omega$, and $D\,e_\nu=\omega_{\mathbf q\nu}^2e_\nu$ with
\begin{equation}
\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_l \Phi(0\kappa\alpha,l\kappa'\beta)\,e^{i\mathbf q\cdot\mathbf R_l},\qquad
D_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\frac{\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf q)}{\sqrt{M_\kappa M_{\kappa'}}}.
\label{eq:D}
\end{equation}
\begin{equation}
\sum_{\nu=1}^{3n} e_{\kappa\alpha,\nu}(\mathbf q)\,e^*_{\kappa'\beta,\nu}(\mathbf q)=\delta_{\kappa\kappa'}\delta_{\alpha\beta}.
\label{eq:complete}
\end{equation}
\begin{equation}
u_{l\kappa\alpha}=\frac{1}{\sqrt{N_cM_\kappa}}\sum_{\mathbf q\nu}e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_l}\,X_{\mathbf q\nu},\qquad X^\dagger_{\mathbf q\nu}=X_{-\mathbf q\nu}.
\label{eq:u}
\end{equation}
\begin{equation}
X_{\mathbf q\nu}=\sqrt{\frac{\hbar^2}{2E_{\mathbf q\nu}}}\,\bigl(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\bigr).
\label{eq:X}
\end{equation}

$I_{\kappa\alpha}$ is the matrix element of $\partial V/\partial u_{0\kappa\alpha}$, with $V$ the self-consistent one-electron potential, from Bloch state $n\mathbf k$ to $m\mathbf k'$, normalised to one per cell. With $\mathbf q=\mathbf k'-\mathbf k$ modulo a reciprocal vector, $g_\nu=\sqrt{\hbar^2/2E_{\mathbf q\nu}}\sum_{\kappa\alpha}e_{\kappa\alpha,\nu}I_{\kappa\alpha}/\sqrt{M_\kappa}$. Electron energies $\varepsilon$ are measured from $E_F$, $N$ is the density of states per spin per cell, and $\langle A\rangle$ averages over state pairs with weight $\delta(\varepsilon_{n\mathbf k})\delta(\varepsilon_{m\mathbf k'})$, $\langle1\rangle=1$. Then
\begin{equation}
\alpha^2F(E)=N\Bigl\langle\sum_\nu|g_\nu|^2\,\delta(E-E_{\mathbf q\nu})\Bigr\rangle,\qquad
\lambda=2\int_0^\infty\!\frac{\alpha^2F(E)}{E}\,dE .
\label{eq:a2F}
\end{equation}
\begin{align}
\sum_\nu E_{\mathbf q\nu}|g_\nu|^2
&=\frac{\hbar^2}{2}\sum_{\kappa\alpha,\kappa'\beta}\frac{I_{\kappa\alpha}I^*_{\kappa'\beta}}{\sqrt{M_\kappa M_{\kappa'}}}\sum_\nu e_{\kappa\alpha,\nu}e^*_{\kappa'\beta,\nu}\nonumber\\
&=\sum_\kappa\frac{\hbar^2|\mathbf I_\kappa|^2}{2M_\kappa},
\label{eq:pair}
\end{align}
\begin{equation}
M_1=\sum_\kappa\frac{\hbar^2\eta_\kappa}{2M_\kappa},\qquad \eta_\kappa=N\langle|\mathbf I_\kappa|^2\rangle .
\label{eq:M1}
\end{equation}
For an elemental metal $M_\kappa=M$ and $\eta=\sum_\kappa\eta_\kappa$. With states normalised per atom, $\mathbf I^{\rm at}_\kappa=n\mathbf I_\kappa$, $N^{\rm at}=N/n$ and
\begin{equation}
\eta=nN^{\rm at}\sum_\kappa\frac{\langle|\mathbf I^{\rm at}_\kappa|^2\rangle}{n^2}=N^{\rm at}\langle I^2\rangle,\qquad
\langle I^2\rangle\equiv\frac1n\sum_\kappa\langle|\mathbf I^{\rm at}_\kappa|^2\rangle .
\label{eq:eta}
\end{equation}
For $E^2$ and $\omega^2$, brackets instead denote the ratio
\begin{equation}
\hbar^2\langle\omega^2\rangle\equiv\langle E^2\rangle=\frac{\int E\,\alpha^2F\,dE}{\int\alpha^2F\,dE/E}=\frac{2M_1}{\lambda},
\label{eq:E2}
\end{equation}
\begin{equation}
\lambda=\frac{\eta}{M\langle\omega^2\rangle}=\frac{N^{\rm at}\langle I^2\rangle}{M\langle\omega^2\rangle}.
\label{eq:MH}
\end{equation}
Equivalently, leaving out pairs with $\mathbf q=0$,
\begin{equation}
\lambda=N\Bigl\langle\sum_{\kappa\alpha,\kappa'\beta}I_{\kappa\alpha}\,[\Phi(\mathbf q)^{-1}]_{\kappa\alpha,\kappa'\beta}\,I^*_{\kappa'\beta}\Bigr\rangle .
\label{eq:inv}
\end{equation}

\subsection{Where the result fails}

\emph{Physical changes of the metal.} Independence means independence at fixed bands and fixed $I$. By the Hellmann--Feynman theorem the force on an ion contains $-\int\rho\,\partial V_{\rm ext}/\partial u$, with $\rho$ the electron density, so $\Phi$ contains the density response $\partial\rho/\partial u$. The same response enters $\partial V/\partial u$ through the Hartree and exchange-correlation potentials. A change of volume or electron count thus alters $\Phi$ and $\eta$ together. An unstable lattice has no $\alpha^2F$ in the sense of \eqref{eq:a2F}; as a mode softens at fixed $I$, $M_1$ stays fixed while \eqref{eq:inv} grows if that mode couples.

The other conditions can be displayed in a model that uses no Bloch theorem on one side of the comparison: a simple-cubic tight-binding metal with nearest-neighbour hopping $-t_0e^{-\beta(r-a)}$, whose slope at $r=a$ is $+\beta t_0$. Moving the atom at the origin by $\mathbf u$ changes the bond to neighbour $\boldsymbol\delta$ by $-\hat{\boldsymbol\delta}\cdot\mathbf u$, so $\delta H=-\beta t_0\sum_{\boldsymbol\delta}(\hat{\boldsymbol\delta}\cdot\mathbf u)(|\boldsymbol\delta\rangle\langle0|+|0\rangle\langle\boldsymbol\delta|)$. With $|\mathbf k\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$, the two neighbours along $\alpha$ give $\sum\hat\delta_\alpha e^{-i\mathbf k'\cdot\boldsymbol\delta}=-2i\sin k'_\alpha a$ and $\sum\hat\delta_\alpha e^{i\mathbf k\cdot\boldsymbol\delta}=2i\sin k_\alpha a$, hence
\begin{equation}
I_\alpha=2i\beta t_0\,(\sin k'_\alpha a-\sin k_\alpha a).
\label{eq:Itb}
\end{equation}
Take $a=2.5$~\AA, $t_0=1$~eV, $\beta=1.5$~\AA$^{-1}$, $E_F=-1.5$~eV from the band centre, $M=30$~u, a $4\times4\times4$ periodic cell and Gaussian deltas of width $0.6$~eV. The band $\varepsilon_{\mathbf k}=-2t_0\sum_\alpha\cos k_\alpha a-E_F$ gives $N=0.1193$~eV$^{-1}$, and \eqref{eq:Itb} then gives $\eta=3.4675$~eV/\AA$^2$. With $\hbar^2/({\rm u\,\AA^2})=4.18016$~meV, $M_1=4.18016~{\rm meV}\times3.46749~{\rm eV}/(2\times30)=241.58$~meV$^2$. Independently, the real-space modes of the cell were frozen in and $g$ obtained by finite differences of $H$, for central first- and second-neighbour springs of $(1.5,0.5)$ and $(4.0,2.0)$~eV/\AA$^2$ and for random springs between $0.5$ and $3.0$~eV/\AA$^2$ on every bond. All three reproduce $241.58$~meV$^2$, tested to $10^{-6}$ of that value, while $\lambda=0.536$, $0.172$ and $0.298$. These numbers belong to the $4^3$ mesh and are not converged: at the same smearing a $16^3$ mesh gives $N=0.136$~eV$^{-1}$, $M_1=257$~meV$^2$ and $\lambda=0.68$ and $0.22$ for the two periodic spring sets. The identity holds mesh by mesh. The random case has no phonon periodicity within the cell, so the whole cell is the unit cell, and its agreement with the one-atom value tests \eqref{eq:eta}. In this model $H$ depends only on bond lengths, so translations decouple even with smeared deltas.

\emph{Energy-conserving delta.} If $\delta(\varepsilon_{m\mathbf k'})$ is replaced by $\delta(\varepsilon_{m\mathbf k'}-E_{\mathbf q\nu})$, the weight depends on $\nu$. Expanding to first order in $E$, the correction to each pair is $-\delta'(\varepsilon_{m\mathbf k'})\sum_\nu E_\nu^2|g_\nu|^2$. One power of $E_\nu$ survives the cancellation in \eqref{eq:pair}, so the mode sum yields $\hbar D^{1/2}$ in place of the unit matrix and depends on $\Phi$. The model gives $234.50$, $229.09$ and $231.65$~meV$^2$ for the three spring sets, about $3\%$, $5\%$ and $4\%$ below the double-delta value. Both the size and the sign of these shifts depend on the mesh and smearing: on $12^3$ and $16^3$ meshes at the same smearing the first two become about $+0.5\%$ and $+0.9\%$. The $4^3$ values show only that the independence is lost and are not estimates for a converged calculation.

\emph{Unequal masses.} Equation \eqref{eq:M1} holds, but no single mass factors out. Let alternate sites have $M_A=60$~u and $M_B=20$~u, and add a second-neighbour hopping with amplitude $-0.3$~eV between $B$ sites, of the same sign as the first-neighbour amplitude $-t_0$ and with the same decay constant $\beta$. Single-atom displacements, with no phonons, give $\eta_A=1.84111$ and $\eta_B=3.05160$~eV/\AA$^2$, so
\begin{equation}
M_1=\frac{4.18016~{\rm meV}}{2}\Bigl(\frac{1.84111}{60}+\frac{3.05160}{20}\Bigr){\rm eV}=383.04~{\rm meV}^2 .
\label{eq:AB}
\end{equation}
The frozen modes give this value for both the soft and the random springs, again tested to $10^{-6}$. Using the mean mass, $\hbar^2(\eta_A+\eta_B)/(M_A+M_B)=255.65$~meV$^2$, is low by $33\%$ of the true moment. These values also belong to the $4^3$ cell; an $8^3$ cell gives $M_1=323$~meV$^2$ and a mean-mass form low by $31\%$.

\emph{Anharmonicity.} Equations \eqref{eq:complete}--\eqref{eq:X} are harmonic. For a single oscillator, however, the cancellation survives: with $H=p^2/2M+W(u)$, $[H,u]=-i\hbar p/M$ and $[u,[H,u]]=\hbar^2/M$, while the ground-state expectation of the double commutator is $2\sum_j(E_j-E_0)|\langle j|u|0\rangle|^2$. The energy-weighted sum is thus $\hbar^2/2M$ for any $W$. For $\hbar=M=1$ and $\omega=1.3$ a grid diagonalisation gives $|\langle1|u|0\rangle|^2=0.3846=1/2\omega$, as in \eqref{eq:X}. Adding $0.5u^4$ changes it to $0.2776$ and the gap to $1.7943$; the product is $0.498$, and higher levels restore the sum to $0.5000$. The anharmonic crystal is not treated here.

\subsection{Worked example: a free-electron fcc metal}

The parameters are round model values: one electron per atom, $a=4$~\AA, $M=30$~u, single plane waves, and an empty-core ion of radius $r_c=0.6$~\AA\ with Thomas--Fermi screening. Here $e^2$ stands for $e^2/4\pi\epsilon_0=14.3996$~eV\,\AA, and $\hbar^2/2m=3.8100$~eV\,\AA$^2$.

The cell volume is $\Omega=a^3/4=16$~\AA$^3$. Half an electron per spin fills $\Omega k_F^3/6\pi^2=\tfrac12$, so $k_F=(3\pi^2/\Omega)^{1/3}=1.2277$~\AA$^{-1}$ and $E_F=3.8100\times1.2277^2=5.743$~eV. The count grows as $\varepsilon^{3/2}$ above the band bottom, so $N=\tfrac32\cdot\tfrac12/E_F=0.75/5.7428=0.13060$~eV$^{-1}$.

The bare ion potential is zero for $r<r_c$ and $-e^2/r$ outside. Its transform is $-(4\pi e^2/Q)\int_{r_c}^\infty\sin Qr\,dr=-4\pi e^2\cos(Qr_c)/Q^2$, the upper limit being removed by a convergence factor. A total potential $w$ induces the density $-(2N/\Omega)w$, both spins counted, whose Hartree potential is $-(4\pi e^2/Q^2)(2N/\Omega)w$. Setting $w$ equal to the bare plus the Hartree term divides the bare term by $1+k_{TF}^2/Q^2$, with $k_{TF}^2=8\pi e^2N/\Omega=8\pi\times14.3996\times0.13060/16=2.954$~\AA$^{-2}$. Between cell-normalised plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega$, an ion at $\mathbf R$ has the matrix element $e^{-i\mathbf Q\cdot\mathbf R}w(Q)$ with $\mathbf Q=\mathbf k'-\mathbf k$; differentiating at $\mathbf R=0$,
\begin{equation}
\mathbf I=-i\mathbf Q\,w(Q),\qquad w(Q)=-\frac{4\pi e^2\cos Qr_c}{\Omega\,(Q^2+k_{TF}^2)} .
\label{eq:w}
\end{equation}
The values are $w(0)=-1/2N=-3.83$~eV, $w(k_F)=-1.88$~eV and $w(2k_F)=-0.12$~eV. Single plane waves are not eigenstates of the crystal, and \eqref{eq:w} does not vanish at $\mathbf Q=\mathbf G$, where acoustic frequencies do. The model avoids this because $2k_F=2.455$~\AA$^{-1}$ is below the shortest reciprocal vector, $|\mathbf G_{111}|=2.721$~\AA$^{-1}$.

For two points on the Fermi sphere at relative angle $\gamma$, $Q^2=2k_F^2(1-\cos\gamma)$, so $Q\,dQ=k_F^2\sin\gamma\,d\gamma$ and the normalised weight $\tfrac12\sin\gamma\,d\gamma$ becomes $Q\,dQ/2k_F^2$. The measure on pairs is invariant under a common rotation, so the direction of $\mathbf Q$ is uniform at each $Q$. Therefore
\begin{equation}
\langle A\rangle=\int_0^{2k_F}\!\frac{Q\,dQ}{2k_F^2}\int\!\frac{d\Omega_{\mathbf Q}}{4\pi}A(\mathbf Q),\qquad
\langle I^2\rangle=\frac{1}{2k_F^2}\int_0^{2k_F}\!Q^3w^2\,dQ .
\label{eq:sphere}
\end{equation}
Quadrature gives $\langle I^2\rangle=2.6608$~eV$^2$/\AA$^2$. Then $\eta=0.13060\times2.6608=0.3475$~eV/\AA$^2$ and, before any phonon is computed, $M_1=4.18016~{\rm meV}\times0.3475~{\rm eV}/60=24.21$~meV$^2$.

The lattice has central springs $k_1$ to the $12$ first and $k_2$ to the $6$ second neighbours, with energy $\tfrac12k_{\mathbf R}[\hat{\mathbf R}\cdot(\mathbf u_{\mathbf R}-\mathbf u_0)]^2$ per bond. Differentiating twice gives $-k_{\mathbf R}\hat R_\alpha\hat R_\beta$ between neighbours and $+\sum_{\mathbf R}k_{\mathbf R}\hat R_\alpha\hat R_\beta$ on site; in \eqref{eq:D} the terms $\pm\mathbf R$ pair into a cosine:
\begin{equation}
\Phi_{\alpha\beta}(\mathbf Q)=\sum_{\mathbf R}k_{\mathbf R}\hat R_\alpha\hat R_\beta\,(1-\cos\mathbf Q\cdot\mathbf R).
\label{eq:springs}
\end{equation}
This is periodic in the reciprocal lattice, so evaluating it at $\mathbf Q$ includes umklapp. The cosine averages to zero over the zone and ${\rm Tr}\,\hat{\mathbf R}\hat{\mathbf R}=1$, so the density-of-states mean of $M\omega^2$ is $(12k_1+6k_2)/3=4k_1+2k_2$. Three sets, in eV/\AA$^2$, are A $(0.5,0)$, B $(0.3,0.2)$ and C $(1.0,-0.1)$.

\begin{center}
\begin{tabular}{lccc}
 & A & B & C\\
$M_1$ (meV$^2$) & 24.21 & 24.21 & 24.21\\
$\langle E^2\rangle$ (meV$^2$) & 331.8 & 265.9 & 620.4\\
$\langle E^2\rangle^{1/2}$ (meV) & 18.2 & 16.3 & 24.9\\
$\langle\omega^2\rangle^{1/2}/2\pi$ (THz) & 4.4 & 3.9 & 6.0\\
$M\langle\omega^2\rangle$ (eV/\AA$^2$) & 2.381 & 1.908 & 4.453\\
$4k_1+2k_2$ (eV/\AA$^2$) & 2.0 & 1.6 & 3.8\\
$\lambda$ & 0.146 & 0.182 & 0.078
\end{tabular}
\end{center}

For set A, \eqref{eq:E2} gives $\lambda=2\times24.21/331.8=0.146$, the spring constant is $30\times331.8\times10^{-6}/(4.18016\times10^{-3})=2.381$~eV/\AA$^2$, and \eqref{eq:MH} gives $0.3475/2.381=0.146$. Likewise $0.3475/1.908=0.182$ and $0.3475/4.453=0.078$. The fourth digits serve the comparison of formulas and say nothing about a real metal. The tested comparisons use separate routes: the mode sum for $M_1$ against the one-dimensional integral in \eqref{eq:sphere}, to a relative $10^{-9}$; \eqref{eq:MH} with $\langle E^2\rangle$ from a binned $\alpha^2F$ against the matrix inverse \eqref{eq:inv}, to $10^{-3}$, set by the bin width; and, for set A, explicit pairs $(\mathbf k,\mathbf k')$ against the reduction \eqref{eq:sphere}, giving $24.21$~meV$^2$ and $\lambda=0.146$. The program and its output are printed after this section.

Putting the density-of-states mean into \eqref{eq:MH} gives $0.3475/2.0=0.174$, $0.3475/1.6=0.217$ and $0.3475/3.8=0.091$, too large by $19\%$, $19\%$ and $17\%$ of the true $\lambda$. The overestimate is nearly the same for all three sets, so the ratios of $\lambda$ between these three sets are estimated far better than $\lambda$ itself; nothing derived above guarantees this for other springs. The branch shares of $M_1$, with branches ordered by energy at each $\mathbf Q$, are $(0.041,0.145,0.814)$, $(0.076,0.113,0.812)$ and $(0.044,0.146,0.810)$, the last digit depending on the angular quadrature. By \eqref{eq:pair} and \eqref{eq:w} a branch receives the fraction $|\hat{\mathbf Q}\cdot\mathbf e_\nu|^2$ of each pair's contribution, so the lower branches contribute wherever the top eigenvector is not parallel to $\mathbf Q$. Keeping the top branch alone breaks \eqref{eq:complete} and loses about $19\%$ of $M_1$, and the shares depend on $\Phi$ although their sum does not. The density of states gives each branch one third of the weight, whereas the coupling gives the top branch four fifths. This concentration on the stiffest branch raises $M\langle\omega^2\rangle$ above the density-of-states mean, while the inverse-square weighting in \eqref{eq:E2} favours soft modes and lowers it. In these three sets, at $r_c=0.6$~\AA, the first effect is the larger, which gives the sign of the overestimate. Neither the sign nor the four-fifths share is general. With the same springs and $r_c=0.9$~\AA\ the top branch carries about $0.62$ of $M_1$ and $M\langle\omega^2\rangle$ is $0.81$, $0.87$ and $0.79$ of the density-of-states mean, which then underestimates $\lambda$; with $r_c=0.6$~\AA\ and springs $(0.2,0.5)$ the overestimate is $7\%$. The near constancy of its size depends on both effects and does not follow from the branch shares alone.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/(u A^2) = 4.18016 meV; e^2 = 14.3996 eV A; hbar^2/2m = 3.8100 eV A^2
oscillator w=1.3, quartic=0.0: |x10|^2=0.3846, E1-E0=1.3000, sum rule=0.5000 (hbar=M=1)
oscillator w=1.3, quartic=0.5: |x10|^2=0.2776, E1-E0=1.7943, sum rule=0.5000 (hbar=M=1)
TB: L=4, a=2.5 A, t0=1.0 eV, beta=1.5 1/A, EF=-1.5 eV, sigma=0.6 eV, M=30.0 u
TB: N=0.11926 1/eV, eta=3.46749 eV/A^2, hbar^2 eta/2M=241.5776 meV^2
TB springs soft (1.5, 0.5) eV/A^2: M1=241.5776 meV^2, lambda=0.5358, M1(energy-conserving delta)=234.4958 meV^2
TB springs stiff (4.0, 2.0) eV/A^2: M1=241.5776 meV^2, lambda=0.1720, M1(energy-conserving delta)=229.0884 meV^2
TB springs random 0.5-3.0  eV/A^2: M1=241.5776 meV^2, lambda=0.2975, M1(energy-conserving delta)=231.6531 meV^2
compound: MA=60.0 u, MB=20.0 u, t_BB=0.3 eV, etaA=1.84111, etaB=3.05160 eV/A^2
compound springs soft: M1=383.0392 meV^2
compound springs random: M1=383.0392 meV^2
compound: sum eta/M form=383.0392 meV^2, mean-mass form=255.6541 meV^2
fcc: a=4.0 A, M=30.0 u, rc=0.6 A, Omega=16.000 A^3
kF=1.2277 1/A, 2kF=2.4554 1/A, |G111|=2.7207 1/A, EF=5.7428 eV
N=0.13060 1/eV per spin per atom, kTF^2=2.9540 1/A^2
w(0)=-3.8285 eV, w(kF)=-1.8778 eV, w(2kF)=-0.1226 eV
<I^2>=2.6608 eV^2/A^2, eta=0.34750 eV/A^2, hbar^2 eta/2M=24.2100 meV^2
set A: k1=0.5, k2=0.0 eV/A^2, largest coupled E=23.58 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.146, N<I Phi^-1 I>=0.1459, eta/(M<w^2>)=0.1459
  <E^2>=331.83 meV^2, sqrt=18.216 meV = 4.405 THz
  M<w^2>=2.3814 eV/A^2, DOS mean M w^2=2.0000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0411, 0.1446, 0.8142
set B: k1=0.3, k2=0.2 eV/A^2, largest coupled E=21.08 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.182, N<I Phi^-1 I>=0.1821, eta/(M<w^2>)=0.1821
  <E^2>=265.89 meV^2, sqrt=16.306 meV = 3.943 THz
  M<w^2>=1.9082 eV/A^2, DOS mean M w^2=1.6000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0760, 0.1126, 0.8115
set C: k1=1.0, k2=-0.1 eV/A^2, largest coupled E=33.34 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.078, N<I Phi^-1 I>=0.0780, eta/(M<w^2>)=0.0780
  <E^2>=620.42 meV^2, sqrt=24.908 meV = 6.023 THz
  M<w^2>=4.4526 eV/A^2, DOS mean M w^2=3.8000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0441, 0.1458, 0.8102
pairs on Fermi sphere, set A: M1=24.2100 meV^2, lambda=0.146
\end{verbatim}
